# Sensitivity-Enhanced HSQC: What IS, I2S and I3S Groups Gain

An HSQC experiment labels proton magnetization with the precession frequency of a bonded heteronucleus, such as carbon-13, and returns it to the protons for detection. During the labelling time $t_1$ the heteronuclear magnetization turns in the transverse plane, so that at its end there are two orthogonal components, one proportional to $\cos\Omega_S t_1$ and one to $\sin\Omega_S t_1$. The ordinary return step makes one of them observable and leaves the other as undetected multiple-quantum coherence. A longer return step can bring back both. The question is how much signal-to-noise this saves when the heteronucleus S carries one, two or three equivalent protons I.

## The state at the end of the labelling time

Consider a group I$_n$S of spins 1/2 with $n=1,2,3$. Write $F_\alpha=\sum_i I_{i\alpha}$ for the total I operators. With $\hbar=1$ and frequencies in Hz, the Hamiltonian in the doubly rotating frame is

$$H=2\pi\left(\nu_I F_z+\nu_S S_z+J F_zS_z\right)+H_{II}. \tag{1}$$

The I–S coupling is weak, so only its $z$ part is kept. $H_{II}$ is the scalar coupling among the equivalent I spins. It commutes with every $F_\alpha$ and every $S_\alpha$. The initial operator $F_z$, the pulses and the rest of $H$ are built from these operators alone, so $H_{II}$ drops out of the evolution. This fails for inequivalent protons, such as a CH$_2$ pair with two different shifts, although for a 12 Hz proton coupling and echoes of a few milliseconds the gain derived below changes only at the level of a few per cent.

Pulses are ideal and relaxation is neglected. A rotation acts as $\rho\to e^{-i\beta I_x}\rho\,e^{i\beta I_x}$. Hence for 90° pulses

$$x:\ I_z\to-I_y,\quad I_y\to I_z;\qquad y:\ I_z\to I_x,\quad I_x\to-I_z, \tag{2}$$

and likewise for S. Coupling for a time $\delta$, with $\theta=\pi J\delta$, gives for each I spin

$$I_y\to I_y\cos\theta-2I_xS_z\sin\theta,\qquad 2I_yS_z\to2I_yS_z\cos\theta-I_x\sin\theta. \tag{3}$$

Every echo below has full length $\delta$ and a 180°$_x$ pulse on both spins at its centre. This pulse inverts $F_z$ and $S_z$ but not $F_zS_z$. The offsets therefore cancel, and the echo equals a 180°$_x$ rotation of both spins followed by coupling evolution for the whole time $\delta$.

Start from $F_z$. A 90°$_x$ pulse on I gives $-F_y$. In an echo of length $1/(2J)$ the 180° rotation gives $+F_y$, and (3) with $\theta=\pi/2$ gives $-2F_xS_z$. This conversion is complete for every $n$, because each I spin is coupled only to the one S spin. A 90°$_y$ pulse on I then gives $2F_zS_z$, and a 90°$_x$ pulse on S gives $-2F_zS_y$.

A 180° pulse on I at the centre of $t_1$ refocuses the coupling and changes the sign of $F_z$. The S offset turns $S_y$ into $S_y\cos\phi-S_x\sin\phi$, where $\phi=\Omega_St_1=2\pi\nu_St_1$. The result is

$$\rho(t_1)=2F_z\left(S_y\cos\phi-S_x\sin\phi\right). \tag{4}$$

## What the ordinary return step loses

The receiver signal is

$$s=\frac{\mathrm{Tr}(\rho F_+)}{\mathrm{Tr}(F_x^2)},\qquad F_+=F_x+iF_y, \tag{5}$$

so that $F_x$ contributes 1 and $F_y$ contributes $i$. The S spin is taken to be ideally decoupled during the detection time $t_2$, so that the I–S coupling is simply absent. (A continuous decoupling field of finite strength $\nu_1$ lets terms such as $2F_yS_x$ leak into the receiver at relative order $J/\nu_1$.) Since $H_{II}$ commutes with $F_+$, the signal then only acquires the factor $e^{2\pi i\nu_It_2}$, and (5), taken at $t_2=0$, fixes the amplitude of a single I resonance. A product containing operators of two or more different spins has zero trace with $F_+$ and is then not observed. Without decoupling, antiphase terms such as $2F_yS_z$ would become visible during $t_2$ through (3).

Apply 90°$_x$ pulses to both spins in (4). By (2), $F_zS_y\to-F_yS_z$ and $F_zS_x\to-F_yS_x$, which gives

$$-2F_yS_z\cos\phi+2F_yS_x\sin\phi. \tag{6}$$

An echo of length $1/(2J)$ first leaves $F_yS_z$ unchanged, since both factors change sign, and then converts $2F_yS_z$ to $-F_x$. The first term becomes $F_x\cos\phi$. The second has a transverse S factor. Free evolution only rotates this factor about $z$, so the term never acquires a part that the receiver can see.

The sine component needs a second record, in which the S pulse has phase $y$. Then $S_x\to-S_z$ while $S_y$ stays transverse, and the same echo yields $F_x\sin\phi$. The two records together determine the sign of the S frequency, but each discards half of what was present after $t_1$.

## Returning both components

The enhanced sequence continues after the first echo, whose length $\delta_1$ is now left free:

$$90_x(I)\,90_{\epsilon x}(S)-\delta_1-90_y(I)\,90_y(S)-\delta_2-90_x(I),\qquad \epsilon=\pm1. \tag{7}$$

Two records are taken, one for each sign of the first S pulse. This pulse turns $S_y$ into $\epsilon S_z$ and leaves $S_x$ alone, so (4) becomes

$$-\epsilon\cos\phi\;2F_yS_z+\sin\phi\;2F_yS_x. \tag{8}$$

**First echo.** Let $\theta_k=\pi J\delta_k$. The 180° rotation leaves $F_yS_z$ unchanged, and (3) gives

$$-\epsilon\cos\phi\,2F_yS_z\to\epsilon\cos\phi\left(F_x\sin\theta_1-2F_yS_z\cos\theta_1\right). \tag{9}$$

For the multiple-quantum term the 180° rotation changes the sign of $F_y$ but not of $S_x$, so $2F_yS_x\to-2F_yS_x$. Consider the contribution $2I_{iy}S_x$ of one I spin. Its own coupling has no effect: $I_{iz}$ anticommutes with $I_{iy}$, $S_z$ anticommutes with $S_x$, and the two signs cancel, so $I_{iz}S_z$ commutes with $I_{iy}S_x$. The coupling to another proton $j$ does act, through the S factor:

$$S_x\to S_x\cos\theta_1+2I_{jz}S_y\sin\theta_1. \tag{10}$$

There are $n-1$ such passive couplings, and each contributes a cosine to the part that keeps its form:

$$\sin\phi\,2F_yS_x\to-\sin\phi\,\cos^{n-1}\theta_1\;2F_yS_x+R. \tag{11}$$

$R$ collects the products that contain one or two factors $I_{jz}$. This is the origin of the difference between the groups. The cosine component needs a long echo to become in-phase magnetization, while the sine component is dispersed by that same echo as soon as there is a second proton.

**Pulses on both spins.** By (2), the 90°$_y$ pulses give $F_x\to-F_z$ and $2F_yS_x\to-2F_yS_z$. The useful terms are now

$$-\epsilon\cos\phi\,\sin\theta_1\,F_z+\sin\phi\,\cos^{n-1}\theta_1\;2F_yS_z. \tag{12}$$

The first component is stored along $z$, and the second has become antiphase magnetization that can be refocused.

**Second echo and last pulse.** In the echo $\delta_2$ the stored $F_z$ changes sign and is otherwise untouched. The antiphase term is unchanged by the 180° rotation and acquires the part $-F_x\sin\theta_2$. The final 90°$_x$ pulse on I turns $F_z$ into $-F_y$ and leaves $F_x$ alone. The observable state is

$$\rho_{\rm obs}=-\epsilon a\cos\phi\,F_y-b\sin\phi\,F_x, \tag{13}$$

$$a=\sin\theta_1,\qquad b=\cos^{n-1}\theta_1\,\sin\theta_2. \tag{14}$$

The terms left aside must be checked, since any of them might return to the receiver.

- The remainder $2F_yS_z\cos\theta_1$ in (9) becomes $2F_yS_x$ under the 90°$_y$ pulses. Its S factor is transverse and stays so.
- Terms of $R$ with one factor $I_{jz}$ have the form $I_{iy}I_{jz}S_y$ and become $I_{iy}I_{jx}S_y$. Their S factor is transverse as well.
- For $n=3$, $R$ also contains $I_{iy}I_{jz}I_{kz}S_x$, which becomes $-I_{iy}I_{jx}I_{kx}S_z$. Here S is longitudinal, but each of the three protons carries a transverse operator. Evolution rotates these operators about $z$ and the last pulse rotates them about $x$, so none of them turns into the unit operator. A three-proton product has zero trace with $F_+$.
- The unrefocused part $2F_yS_z\cos\theta_2$ ends as $2F_zS_z$, which is not observable.

Equation (13) is therefore the complete signal. Propagation of the full density matrix with all offsets and couplings, for random delays and all three groups, agrees with it to better than $10^{-9}$.

## Frequency sign and quadrature image

From (5) and (13), $s_\epsilon=-b\sin\phi-i\epsilon a\cos\phi$. Insert

$$\cos\phi=\tfrac12\left(e^{i\epsilon\phi}+e^{-i\epsilon\phi}\right),\qquad \sin\phi=\frac{\epsilon}{2i}\left(e^{i\epsilon\phi}-e^{-i\epsilon\phi}\right),$$

which hold for both signs of $\epsilon$. Since $-1/i=i$, the sine term is $\tfrac{i\epsilon b}{2}(e^{i\epsilon\phi}-e^{-i\epsilon\phi})$, and collecting exponentials gives

$$s_\epsilon=-i\epsilon\left[\frac{a+b}{2}\,e^{-i\epsilon\phi}+\frac{a-b}{2}\,e^{i\epsilon\phi}\right]. \tag{15}$$

When $a=b$ each record contains one sense of precession. Otherwise a second term of opposite sense remains, which appears in the spectrum as an image at $-\nu_S$.

Pulsed field gradients remove the image. Let a gradient at the end of $t_1$ add a position-dependent phase $\psi$ to $\phi$, and let a second gradient before detection multiply the signal by $e^{i\epsilon\psi}$. The first term of (15) is restored, because $e^{-i\epsilon(\phi+\psi)}e^{i\epsilon\psi}=e^{-i\epsilon\phi}$. The second acquires $e^{2i\epsilon\psi}$ and averages to zero over the sample:

$$s_\epsilon^{\rm grad}=-i\epsilon\,\frac{a+b}{2}\,e^{-i\epsilon\phi}. \tag{16}$$

The same selection applied to the ordinary sequence, whose signal is $\epsilon\cos\phi$, keeps half of the cosine, $\tfrac{\epsilon}{2}e^{-i\epsilon\phi}$.

## Signal-to-noise

Compare experiments with the same number $K$ of $t_1$ values, two records for each, and hence equal measuring time. Take each record at the centre of the I resonance after Fourier transformation in $t_2$. Its real and imaginary parts carry independent noise of variance $\sigma^2$. The $t_1$ values cover whole cycles of $\phi$, so that $\cos^2\phi$ and $\sin^2\phi$ both average to 1/2. From a cosine set $C$ and a sine set $S$ the peak height is

$$P=\frac1K\sum_{t_1}\mathrm{Re}\left[(C+iS)e^{-i\phi}\right]=\frac1K\sum_{t_1}\left(C\cos\phi+S\sin\phi\right). \tag{17}$$

In the ordinary phase-cycled experiment $C=\cos\phi$ and $S=\sin\phi$. The mean of $P$ is 1 and its variance is $\sigma^2/K$.

In the enhanced experiment the two records are combined as

$$C=-\mathrm{Im}(s_+-s_-)=2a\cos\phi,\qquad S=-\mathrm{Re}(s_++s_-)=2b\sin\phi. \tag{18}$$

Each set now has noise variance $2\sigma^2$, and the two are independent because one uses imaginary parts and the other real parts. The mean of $P$ is $a+b$ and its variance is $2\sigma^2/K$. The gain over the phase-cycled experiment is therefore

$$G=\frac{a+b}{\sqrt2}. \tag{19}$$

For $a=b=1$ the signal doubles and the noise grows by $\sqrt2$. With gradients, (16) is the case in which both amplitudes equal $(a+b)/2$, so (19) is unchanged. The ordinary gradient-selected experiment corresponds to both amplitudes being 1/2, which gives $1/\sqrt2$ on the same scale. Relative to that experiment the enhancement is

$$G_{\rm grad}=\frac{(a+b)/\sqrt2}{1/\sqrt2}=a+b. \tag{20}$$

The two reference experiments must be kept apart, because they lead to different verdicts for I$_2$S and I$_3$S.

## The best delays

Changing the signs of sines and cosines cannot raise $a+b$ above its value with all of them positive, so it suffices to take $0\le\theta_1\le\pi/2$. Then $b$ is largest for $\theta_2=\pi/2$, that is $\delta_2=1/(2J)$, and what remains is to maximize $\sin\theta_1+\cos^{n-1}\theta_1$:

$$\begin{aligned}
n=1:&\quad \sin\theta_1+1\le2,\\
n=2:&\quad \sin\theta_1+\cos\theta_1=\sqrt2\,\sin(\theta_1+\pi/4)\le\sqrt2,\\
n=3:&\quad \sin\theta_1+1-\sin^2\theta_1=\tfrac54-\left(\sin\theta_1-\tfrac12\right)^2\le\tfrac54.
\end{aligned} \tag{21}$$

The maxima lie at $\theta_1=\pi/2$, $\pi/4$ and $\pi/6$, which means $\delta_1=1/(2J)$, $1/(4J)$ and $1/(6J)$. By (19) the best gains over the phase-cycled experiment are

$$G_{\max}=\sqrt2\ (\mathrm{IS}),\qquad 1\ (\mathrm{I_2S}),\qquad \frac{5}{4\sqrt2}\approx0.88\ (\mathrm{I_3S}). \tag{22}$$

The gain of $\sqrt2$ thus belongs to IS groups. An I$_2$S group gains nothing over a phase-cycled HSQC, and an I$_3$S group loses about 12% of its signal-to-noise when the two data sets enter with equal weights, as in (18); the next section shows that other processing can avoid this loss but cannot turn it into a gain. A reduced but real gain, $\sqrt2$ and 5/4 against 2 for IS, is found when the reference is the unenhanced gradient-selected experiment.

## Can unequal weighting recover a gain?

For $n=3$ the optimum has $a\ne b$, and one may ask whether the better data set should count more. Multiply $C$ by $u$ and $S$ by $v$ before using (17). The signal becomes $ua+vb$ and the variance $(u^2+v^2)\sigma^2/K$. The gain then obeys the Cauchy–Schwarz inequality,

$$G(u,v)=\frac{ua+vb}{\sqrt{u^2+v^2}}\le\sqrt{a^2+b^2}, \tag{23}$$

with equality for $u:v=a:b$. For $n\ge2$, since $\cos^{2n-2}\theta_1\le\cos^2\theta_1$,

$$a^2+b^2\le\sin^2\theta_1+\cos^{2n-2}\theta_1\le1. \tag{24}$$

No choice of delays and weights in sequence (7) lifts I$_2$S or I$_3$S above the phase-cycled reference. This is a statement about this sequence and not about every conceivable transfer.

With two records per $t_1$ value and no gradients, the weighting $u:v=a:b$ also makes the image worse. The image height is $ua-vb$, so its ratio to the peak changes from $(a-b)/(a+b)$ to $(a^2-b^2)/(a^2+b^2)$, which is larger in magnitude whenever $a$ and $b$ are positive and unequal. Removing the image by weighting requires $ua=vb$, and (23) then gives $2ab/\sqrt{a^2+b^2}$, which does not exceed $(a+b)/\sqrt2$.

These limits on the image belong to the two-record scheme. Shifting the phase of the S pulse before $t_1$ by 90° replaces $\phi$ by $\phi+\pi/2$, so two further records supply $-2a\sin\phi$ and $2b\cos\phi$. The four records give $C=2(ua+vb)\cos\phi$ and $S=2(ua+vb)\sin\phi$, each with noise variance $2(u^2+v^2)\sigma^2$, against amplitude 2 and variance $2\sigma^2$ for four ordinary records. The gain is again (23), now with no image for any weights. At $\delta_1=1/(2J)$ the choice $v=0$ then gives $G=1$ for I$_2$S and I$_3$S: the bound (24) is reached, but not exceeded.

## A numerical example

Take the round model values $J=140$ Hz, a coupling of $-12$ Hz among the I spins, and offsets of 230 Hz for I and 500 Hz for S. The second echo has length $1/(2\times140\ \mathrm{Hz})=3.571$ ms. Numerical maximization of the simulated signal places the best first echo at 3.571 ms for IS, 1.786 ms for I$_2$S and 1.190 ms for I$_3$S, as (21) requires.

For I$_3$S the angle is $\theta_1=30°$, so $a=\sin30°=0.5$ and $b=\cos^2 30°=0.75$. Then $a+b=1.25$ and $G=1.25/\sqrt2=0.884$. The image without gradients has relative height $(0.5-0.75)/1.25=-0.20$; with gradient selection it vanishes.

If a sample contains all three groups, one spectrum has to serve them with a single delay. The values of $G$ for three choices of $\delta_1$ are:

| $\delta_1$ | IS | I$_2$S | I$_3$S |
|---|---|---|---|
| $1/(2J)$ | 1.41 | 0.71 | 0.71 |
| $1/(4J)$ | 1.21 | 1.00 | 0.85 |
| $1/(6J)$ | 1.06 | 0.97 | 0.88 |

With the setting that is best for IS, the passive cosine is zero for the other groups. They have $a=1$ and $b=0$: the sine component is lost, but with equal weights its data set still contributes noise, and $G$ falls to $1/\sqrt2$ (with four records and $v=0$ it stays at 1). The setting $1/(4J)$ keeps about half of the IS improvement, leaves I$_2$S at par, and costs I$_3$S little compared with its own optimum.

Simulated records with random receiver noise give best gains over the phase-cycled experiment of 1.42, 1.01 and 0.89, and over the unenhanced gradient experiment of 2.00, 1.42 and 1.26. With 40000 noise trials the sampling error of each ratio is about 0.5%, and the values agree with (19) and (20) to within about 1.5%. The figure 1.01 for I$_2$S is thus not evidence of a gain; the noise-free amplitudes give 1.00.

## When the gain for IS survives

A moderate error in $J$ does not by itself remove the advantage for IS. Suppose both echoes, and the return echo of the ordinary experiment, are set for a nominal coupling, so that all of them have the same actual angle $\theta\ne\pi/2$. Then $a=b=\sin\theta$, while the ordinary return amplitude is also $\sin\theta$. Incomplete conversion in the preparation step multiplies both experiments by a common factor, provided that the unconverted magnetization is suppressed. The ratio remains $2\sin\theta/(\sqrt2\sin\theta)=\sqrt2$, although both signals are weaker.

Relaxation is different, because the enhanced sequence is longer than the ordinary one by $\delta_1+\delta_2-1/(2J)$. With $\delta_2=1/(2J)$ this extra time equals $\delta_1$, which is $1/(2J)$ at the best setting for IS. Let $f_a$ and $f_b$ be the factors by which relaxation and pulse errors reduce the two pathways, relative to the losses of the ordinary sequence. Equation (19) becomes

$$G=\frac{f_aa+f_bb}{\sqrt2}. \tag{25}$$

For an IS group at its best delays this exceeds 1 only if $f_a+f_b>\sqrt2$. If both pathways suffer equally, each must retain more than about 71% of its amplitude. The losses need not be equal: the cosine component is stored along $z$ during $\delta_2$, so with ideal pulses and transverse dephasing alone $f_a=1$, and the condition is only $f_b>\sqrt2-1\approx0.41$. When $f_a+f_b$ falls below $\sqrt2$, the additional echo costs more than the second component returns, and the ordinary phase-cycled experiment is the more sensitive one.

## Table of computed values

```
I-S coupling J = 140 Hz, I-I coupling = -12 Hz
offsets: I 230 Hz, S 500 Hz
second echo delta2 = 1/(2J) = 3.571 ms
t1 points = 32, noise trials = 40000
largest operator-coefficient error < 1e-9: True
largest final-signal error < 1e-9: True
Best first echo (simulated): delta1, a, b, a+b, (a+b)/sqrt2
  IS  3.571 ms  1.0000  1.0000  2.0000  1.4142
  I2S 1.786 ms  0.7071  0.7071  1.4142  1.0000
  I3S 1.190 ms  0.5000  0.7500  1.2500  0.8839
Fixed first echo: a, b, a+b, (a+b)/sqrt2
 delta1 = 1/(2J) = 3.571 ms
  IS  1.0000  1.0000  2.0000  1.4142
  I2S 1.0000  0.0000  1.0000  0.7071
  I3S 1.0000  0.0000  1.0000  0.7071
 delta1 = 1/(4J) = 1.786 ms
  IS  0.7071  1.0000  1.7071  1.2071
  I2S 0.7071  0.7071  1.4142  1.0000
  I3S 0.7071  0.5000  1.2071  0.8536
 delta1 = 1/(6J) = 1.190 ms
  IS  0.5000  1.0000  1.5000  1.0607
  I2S 0.5000  0.8660  1.3660  0.9659
  I3S 0.5000  0.7500  1.2500  0.8839
Measured S/N ratios: vs phase-cycled, vs gradient, reweighted
  IS  1.42  2.00  1.42  (sqrt(a^2+b^2) = 1.4142)
  I2S 1.01  1.42  1.01  (sqrt(a^2+b^2) = 1.0000)
  I3S 0.89  1.26  0.90  (sqrt(a^2+b^2) = 0.9014)
I3S image/peak without gradients = -0.2000
I3S image/peak with gradients = 0.0000
Largest sqrt(a^2+b^2) over a grid of both delays:
  IS  1.4142
  I2S 1.0000
  I3S 1.0000
```
